\section*{The Broido–Sham Transformation for Holes in a Quantum Well, part 2}

In a four-band model of a 10 nm strained germanium well, the lowest hole level at in-plane wave number $0.25\ \mathrm{nm^{-1}}$ lies at 38.76 meV and is twofold. With a potential drop of 50 meV across the well it becomes two levels, at 34.14 and 34.93 meV, without any magnetic field. The problem is to explain this splitting and find its size.

Energies are hole energies, which increase into the valence band. The growth direction $z$ is $[001]$, and $x$ and $y$ are the other two cubic axes. The in-plane wave vector is $(k_x,k_y)=k(\cos\varphi,\sin\varphi)$, and $k_z$ stands for $-i\partial$. The four states have angular momentum $J=3/2$ and are labelled by the eigenvalue $m$ of $J_z$ in units of $\hbar$: heavy for $m=\pm3/2$, light for $m=\pm1/2$. The band edges $V_h(z)$ and $V_l(z)$ include barriers, strain and electrostatic potential. The Luttinger parameters $\gamma_1,\gamma_2,\gamma_3$ are taken to be the same at all $z$, and $m_0$ is the free-electron mass.

The Hamiltonian $H$ is the Luttinger kinetic energy plus these edges. Its elements between states whose $m$ differs by two are $R$ or its conjugate, with
\begin{equation}
R=c\big[-\sqrt3\,\gamma_2(k_x^2-k_y^2)+2\sqrt3\,i\gamma_3k_xk_y\big].
\end{equation}
The axial approximation averages $H$ over joint rotations of the wave vector and $\mathbf J$ about $z$, which removes the dependence of the levels on $\varphi$ (the warping). A unitary matrix independent of $z$ then separates $H$ into the blocks
\begin{equation}
H_\sigma=\begin{pmatrix}A_h&r-\sigma s\partial\\ r+\sigma s\partial&A_l\end{pmatrix},
\end{equation}
with
\begin{align}
A_h&=c(\gamma_1+\gamma_2)k^2-c(\gamma_1-2\gamma_2)\partial^2+V_h(z),\nonumber\\
A_l&=c(\gamma_1-\gamma_2)k^2-c(\gamma_1+2\gamma_2)\partial^2+V_l(z).
\end{align}
With the full $R$ the same blocks follow, but $r$ is replaced by
\begin{equation}
r_\varphi=\sqrt3\,ck^2\sqrt{\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi}.
\end{equation}

\section{Degeneracy, field splitting and a germanium well}

The results carried over are these. At in-plane wave number $k$, the axial four-band Hamiltonian for holes separates into two blocks labelled by $\sigma=\pm1$. A block acts on a heavy envelope $f(z)$ and a light envelope $g(z)$:
\begin{align}
A_hf+(r-\sigma s\partial)g&=Ef,\nonumber\\
(r+\sigma s\partial)f+A_lg&=Eg .
\end{align}
Here $\partial=d/dz$, $r=\sqrt3\,c\bar\gamma k^2$, $s=2\sqrt3\,c\gamma_3k$, $c=\hbar^2/2m_0$ and $\bar\gamma=(\gamma_2+\gamma_3)/2$. The operator $A_h$ contains the in-plane energy $c(\gamma_1+\gamma_2)k^2$, the kinetic term $-c(\gamma_1-2\gamma_2)\partial^2$ and the heavy edge $V_h(z)$. The operator $A_l$ contains $c(\gamma_1-\gamma_2)k^2$, $-c(\gamma_1+2\gamma_2)\partial^2$ and the light edge $V_l(z)$. The number $i\sigma$ is the eigenvalue of the mirror whose plane contains the wave vector and the growth axis.

The two off-diagonal operators look different, yet the block is Hermitian. For envelopes that vanish far from the well, integration by parts gives $\int g\,\partial f\,dz=-\int f\,\partial g\,dz$, so $r+\sigma s\partial$ and $r-\sigma s\partial$ are adjoints of each other. All coefficients are real, hence bound-state envelopes can be chosen real.

The label $\sigma$ has a direct meaning. The mirror acts as $e^{-i\pi J_n}$, where $J_n$ is the component of $\mathbf J$ along the in-plane normal to $\mathbf k$. A state with $J_n=m_n$ has the eigenvalue $e^{-i\pi m_n}$, which equals $i$ for $m_n=3/2$ and $-1/2$, and $-i$ for $m_n=-3/2$ and $1/2$. Each block thus combines two of the four spin projections on an axis that turns with the wave vector.

Now let $\Pi$ reflect the growth axis, $(\Pi f)(z)=f(-z)$. It reverses the first derivative, $\Pi\partial\Pi=-\partial$, and leaves $\partial^2$ unchanged. Therefore
\begin{equation}
\Pi\,H_\sigma[V_h(z),V_l(z)]\,\Pi=H_{-\sigma}[V_h(-z),V_l(-z)].
\end{equation}
If both band edges are even about the same plane, taken as $z=0$, the right-hand side is $H_{-\sigma}$ for the same well. An eigenfunction $\chi$ of $H_+$ with energy $E$ then gives an eigenfunction $\Pi\chi$ of $H_-$ with the same energy. The two spectra coincide at every $k$. If the edges are not even, the relation still says that reversing the well exchanges the two spectra.

Time reversal $T$ shows why an uneven well may split the pair without a magnetic field. It reverses $\mathbf J$ and the operator $k_z$. Since the Hamiltonian is even in $\mathbf J$ and even in the whole wave vector, $TH(\mathbf k)T^{-1}=H(-\mathbf k)$, where $\mathbf k$ is the in-plane part. Time reversal therefore pairs a state at $\mathbf k$ with one at $-\mathbf k$, and does not demand a pair at one $\mathbf k$. It also preserves the block label. Being antiunitary, $T$ turns the eigenvalue $i\sigma$ of the mirror into $-i\sigma$. The normal to the wave vector reverses too, which replaces the mirror matrix by its inverse, and $1/(-i\sigma)=i\sigma$.

For even edges, $\Pi H(\mathbf k)\Pi=H(-\mathbf k)$ as well, so $\Pi T$ commutes with $H(\mathbf k)$. For half-integer angular momentum $(\Pi T)^2=-1$. If $\Pi T\psi$ were a multiple $a\psi$ of $\psi$, a second application would give $|a|^2\psi$, which cannot equal $-\psi$. Every level is then at least twofold. This second argument does not use the axial approximation. It does use the inversion centre of the crystal. In a III--V semiconductor, which has none, the bulk Hamiltonian admits terms odd in the wave vector, and the degeneracy in a symmetric well is then a property of the simplified model.

Two limits test the form of the blocks. At $k=0$ both $r$ and $s$ vanish, heavy and light states separate, and the blocks are identical for any band edges. In a uniform, unstrained crystal, with both band edges at zero, $k_z$ is a number, $\partial$ becomes $ik_z$, and each block has the eigenvalues
\begin{equation}
E=c\gamma_1(k^2+k_z^2)\pm\sqrt{c^2\gamma_2^2(k^2-2k_z^2)^2+r^2+s^2k_z^2}.
\end{equation}
They do not depend on $\sigma$. For $\gamma_2=\gamma_3=\gamma$ the expression under the root is
\begin{equation}
c^2\gamma^2\big[(k^2-2k_z^2)^2+3k^4+12k^2k_z^2\big]=4c^2\gamma^2(k^2+k_z^2)^2 ,
\end{equation}
which gives the isotropic masses $m_0/(\gamma_1\mp2\gamma)$, as it must when no crystal direction is preferred.

The size of the splitting at small $k$ follows from perturbation theory. Let $h(z)$ be the lowest heavy state at $k=0$, with energy $E_h$, and let $l(z)$ run over the light states, with energies $E_l$ different from $E_h$. All are real and normalized. To second order in the coupling, with the energy differences taken at $k=0$,
\begin{equation}
E_\sigma\approx E_h+c(\gamma_1+\gamma_2)k^2
-\sum_l\frac{\big(r\langle l|h\rangle+\sigma s\langle l|\partial h\rangle\big)^2}{E_l-E_h}.
\end{equation}
The squares are common to both blocks, and the cross term changes sign with $\sigma$. Hence
\begin{equation}
E_+-E_-\approx-4rs\sum_l\frac{\langle l|h\rangle\langle l|\partial h\rangle}{E_l-E_h}\propto k^3 .
\end{equation}
No lower power can occur. The difference is odd in $s$, and a return to the heavy state needs an even number of couplings, so at least one factor $s\propto k$ and one factor $r\propto k^2$ are required. The next terms are smaller by a factor of order $k^2$. For even edges each $l$ has a definite parity, while $h$ is even and $\partial h$ is odd. One of the two overlaps is then zero in every term, in agreement with the reflection argument.

The sum also contains a cancellation. If all $E_l$ were equal, completeness of the light states would reduce it to a multiple of $\langle h|\partial h\rangle=\tfrac12\int\partial(h^2)\,dz=0$. The splitting therefore depends on differences between light levels as well as on the asymmetry.

The germanium example uses rough typical parameters: $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, and hence $\bar\gamma=4.95$. The well is 10 nm wide. Compressive strain puts its light edge 80 meV above its heavy edge, which is the zero of energy, and both edges lie at 140 meV in the barriers. In the tilted case a field of 0.05 MV/cm adds a potential that rises linearly from $-25$ to $+25$ meV across the well and stays constant outside. Each envelope was expanded in 70 sine functions that vanish 15 nm from the centre, and the resulting matrices were diagonalized numerically.

At $k=0$ the symmetric well has heavy levels at 12.29 and 48.19 meV and its first light level at 105.54 meV. At $k=0.25\ \mathrm{nm^{-1}}$, with $c=38.10\ \mathrm{meV\,nm^2}$, the couplings are
\begin{align}
r&=\sqrt3\times38.10\times4.95\times0.25^2\ \mathrm{meV}=20.4\ \mathrm{meV},\nonumber\\
s&=2\sqrt3\times38.10\times5.7\times0.25\ \mathrm{meV\,nm}=188\ \mathrm{meV\,nm}.
\end{align}
Without them the lowest level would lie at $12.29+38.10\times17.6\times0.0625=54.2$ meV. The computed value is 38.76 meV, so the coupling to light states lowers it by 15.4 meV. At $k=0.1\ \mathrm{nm^{-1}}$ the level is at 17.27 meV. Both blocks give these same values.

With the field on, the lowest level at $k=0$ moves to 8.92 meV and remains twofold. The sum over light states gives a cubic coefficient of $-71.6\ \mathrm{meV\,nm^3}$. At the two wave numbers the cubic law and the full diagonalization give
\begin{equation}
\begin{array}{c|cc}
k\ (\mathrm{nm^{-1}})&\text{cubic law (meV)}&E_+-E_-\ \text{(meV)}\\ \hline
0.10&-0.072&-0.070\\
0.25&-1.12&-0.79
\end{array}
\end{equation}
The full splitting is 2\% smaller in size than the cubic law at the first wave number and about 30\% smaller at the second. A single correction proportional to $k^2$ would have grown from 2\% to about 12\%, so still higher orders matter at $0.25\ \mathrm{nm^{-1}}$. Reversing the field would reverse the sign of the splitting. The last digits are limited by the finite box and basis: a converged calculation with the box ends 25 nm from the centre gives a cubic coefficient of about $-72.8\ \mathrm{meV\,nm^3}$ and a splitting of $-0.80$ meV at $0.25\ \mathrm{nm^{-1}}$, where the two tilted levels themselves move down by up to 0.01 meV.

If the lowest pair alone is filled up to this wave number at low temperature, the hole density is
\begin{equation}
p=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=1.0\times10^{12}\ \mathrm{cm^{-2}} ,
\end{equation}
which is a high but reasonable value for a germanium channel between silicon--germanium barriers. At this wave number the neglected effects can be sized by changing one part of the model at a time. Warping is restored by using the full $R$. The barrier is made less favourable to motion by multiplying all three Luttinger parameters there by 0.8, with symmetrized products of parameters and derivatives. The split-off band is included through the six states formed from three $p$ orbitals and spin, with the Hamiltonian
\begin{align}
H_6={}&c\big[(\gamma_1-2\gamma_2)K^2\delta_{ij}+6(\gamma_2-\gamma_3)k_i^2\delta_{ij}+6\gamma_3k_ik_j\big]
+\tfrac{\Delta}{3}(1-\mathbf L\cdot\boldsymbol\sigma)\nonumber\\
&+\tfrac12(V_h+V_l)-\tfrac32(V_l-V_h)\big(L_z^2-\tfrac23\big).
\end{align}
Here $i,j$ label the orbitals $x,y,z$, $K^2=k^2+k_z^2$, $\mathbf L$ is the orbital angular momentum with $L=1$, $\boldsymbol\sigma$ are the Pauli matrices of the spin, and $\Delta=290$ meV is a rough value of the split-off energy. The lowest level of the symmetric well and the size of the splitting in the tilted well become
\begin{equation}
\begin{array}{l|cc}
\text{model}&E\ \text{(meV)}&\text{splitting (meV)}\\ \hline
\text{four-band, axial}&38.8&0.79\\
\text{four-band, }[100]&39.8&0.68\\
\text{four-band, }[110]&37.6&0.90\\
\text{six-band, }[100]&38.2&0.30\\
\text{six-band, }[110]&34.1&0.53\\
\text{axial, barrier}\times0.8&38.2&0.59
\end{array}
\end{equation}

Warping acts as the blocks suggest. Along $[100]$ and $[110]$ the coupling $r_\varphi$ contains $\gamma_2$ and $\gamma_3$ in place of $\bar\gamma$. To leading order the splittings should have the ratio $4.2/5.7=0.74$, and the computed ratio is 0.76. In the six-band rows the splitting is lower by 57\% along $[100]$ and by 41\% along $[110]$, relative to the four-band value in the same direction. The level itself moves by 4\% and 9\%. Part of this change comes from strain, which also couples the light states to the split-off states and so lowers the light edge of the well from 80 to 68 meV. If $V_l$ in the well is raised to 99 meV, so that the true light edge stays at 80 meV, the six-band splittings are 0.49 and 0.74 meV, which is 28\% and 17\% below the four-band values. For such a well the four-band blocks thus give the level to within a few meV of the six-band result, while they overestimate the field splitting by between about 20\% and 130\% of the six-band value, depending on direction and on how the light edge is fixed.

The last row depends on the operator order as well as on the barrier parameters. With the Burt--Foreman order in place of symmetrized products, its splitting is 0.70 meV instead of 0.59 meV.

A real channel departs from the example in other ways. Its holes have their own electrostatic potential. For charge spread evenly over a well of width $w$, the potential energy differs between centre and edge by $e^2pw/8\varepsilon$, which is 14 meV for a relative permittivity of 16. In a symmetric structure this potential is even and preserves the degeneracy, but it shifts the levels. In a tilted one it changes the assumed uniform field, so a quantitative splitting requires a self-consistent potential.

If the field continued into the barrier, holes could also tunnel out. The higher of the two tilted levels lies $140-25-34.9=80.1$ meV below the barrier top on the low side, and a field of 5 meV/nm brings the barrier down to that level after 16 nm. A deliberately pessimistic estimate uses the light mass along $z$ and leaves out the in-plane wave number, which would make the decay in the barrier faster. The tunnelling exponent is then
\begin{equation}
\frac43\sqrt{\frac{80.1}{38.10\times21.8}}\times16.0=6.6 .
\end{equation}
Multiplied by the attempt energy $c(\gamma_1+2\gamma_2)\pi/w^2=26$ meV, the factor $e^{-6.6}$ gives a broadening of about 0.03 meV. The true value should be well below this overestimate, which is already small beside the splittings found at $0.25\ \mathrm{nm^{-1}}$. The continued field has a larger effect on the level positions, because the envelopes reach into the barrier. If it is extended into the barrier on the low side, the axial splitting at this wave number becomes 1.04 meV instead of 0.80 meV.

Temperature is the stronger limit. The thermal energy is 25.9 meV at 300 K, more than thirty times the axial splitting, and at $k=0$ the second heavy level lies just 36 meV above the first in the symmetric well and 40 meV in the tilted one. Thermal occupation at room temperature therefore barely distinguishes the two blocks, and it moves many holes out of the lowest pair. In the symmetric four-band well at this density, about a third of the holes are then in the second subband and about a tenth in higher ones. At 4 K the thermal energy is 0.34 meV, which is comparable to the six-band splittings, so near the Fermi level two states of equal wave number are both partly filled. With the Fermi level midway between them, a splitting of 0.53 meV gives occupations of 0.68 and 0.32. The difference between the total hole densities of the two blocks survives, because the thermal energy is then far below the Fermi energy, which lies between about 21 and 26 meV above the bottom of the lowest pair in these models. In the axial four-band model this difference is about 2\% of the total density.
